# Profile and Energy of a Neutral 180 Degree Ferroelectric Wall

## The physical situation

A uniaxial ferroelectric cooled below its transition can polarise along $+z$ or $-z$, with equal energy. Where two such domains meet, the polarisation must pass from one value to the other. A sudden change costs gradient energy; a slow change leaves much material in unfavourable states of small polarisation. The balance sets the thickness of the wall and its energy per unit area.

Let the wall be a plane containing the polar axis, with normal $x$, and let $\mathbf P=P(x)\,\hat{\mathbf z}$. Then

$$\nabla\!\cdot\mathbf P=\frac{\partial P(x)}{\partial z}=0, \tag{1}$$

so the wall carries no bound charge: it is neutral. With no free charge inside, and with the charge at the distant ends of the sample compensated by electrodes, the electric field has no source and $\mathbf E=0$. No electrostatic energy then enters.

Transverse polarisation, flexoelectric coupling and, at first, strain are left out. The theory is classical, so $\hbar$, $m$ and $e$ do not appear. In Gaussian units the energy density at fixed temperature is

$$f=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\kappa}{2}\left(\frac{dP}{dx}\right)^2,\qquad \alpha,\beta,\kappa>0. \tag{2}$$

Since $P^2$ is an energy density, $\alpha$ is dimensionless, $\beta$ is an inverse energy density and $\kappa$ is an area.

In a uniform domain $\partial f/\partial P=-\alpha P+\beta P^3=0$. The root $P=0$ is a maximum, and the minima are $P=\pm P_0$ with $P_0=\sqrt{\alpha/\beta}$. Their energy density is $-\alpha P_0^2/2+\beta P_0^4/4=-\alpha P_0^2/4$, because $\beta P_0^2=\alpha$. Subtracting it from the uniform part of (2) gives the local excess

$$\Delta f=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\alpha P_0^2}{4}=\frac{\beta}{4}\left(P^2-P_0^2\right)^2. \tag{3}$$

At $P=0$ it equals $\alpha P_0^2/4$, the barrier between the domains. The wall energy per area is the least value of

$$\mathcal E[P]=\int_{-\infty}^{\infty}\left[\frac{\kappa}{2}P'^2+\Delta f(P)\right]dx,\qquad P(\pm\infty)=\pm P_0. \tag{4}$$

## The profile

Replace $P$ by $P+\eta$, where $\eta$ vanishes at both ends. The first-order change of (4), after integrating $\kappa P'\eta'$ by parts, is $\int(-\kappa P''-\alpha P+\beta P^3)\,\eta\,dx$. It vanishes for every $\eta$ if

$$\kappa P''=-\alpha P+\beta P^3=\frac{d\,\Delta f}{dP}. \tag{5}$$

Multiplying by $P'$ makes both sides total derivatives, so $\kappa P'^2/2-\Delta f$ is constant. Deep in a domain both terms vanish; the constant is zero, and

$$\frac{\kappa}{2}P'^2=\Delta f. \tag{6}$$

Gradient and local energy are therefore equal at every point of the wall. For a profile rising between $-P_0$ and $P_0$ the positive root applies:

$$P'=\sqrt{\frac{\beta}{2\kappa}}\,(P_0^2-P^2)=\frac{P_0^2-P^2}{P_0\,\xi},\qquad \xi=\sqrt{\frac{2\kappa}{\alpha}}, \tag{7}$$

where $\beta=\alpha/P_0^2$ was used. Separation of variables gives

$$\frac{x-x_0}{\xi}=\int_0^P\frac{P_0\,d\tilde P}{P_0^2-\tilde P^2}=\frac12\ln\frac{P_0+P}{P_0-P}=\operatorname{artanh}\frac{P}{P_0},$$

$$P(x)=P_0\tanh\frac{x-x_0}{\xi}. \tag{8}$$

The centre $x_0$ is free because the medium is uniform. The tangent at the centre reaches $\pm P_0$ at $x_0\pm\xi$, so $2\xi$ is a natural measure of the full width.

## The energy, and why it is the minimum

By (6) the integrand of (4) is $\kappa P'^2$. Changing the variable from $x$ to $P$ and using (7),

$$\sigma=\int_{-P_0}^{P_0}\kappa P'\,dP=\frac{\kappa}{P_0\xi}\left[P_0^2P-\frac{P^3}{3}\right]_{-P_0}^{P_0}=\frac{4\kappa P_0^2}{3\xi}. \tag{9}$$

Inserting $P_0^2=\alpha/\beta$ and $1/\xi=\sqrt{\alpha/2\kappa}$ gives two equivalent forms,

$$\sigma=\frac{2\sqrt2}{3}\,\frac{\kappa^{1/2}\alpha^{3/2}}{\beta}=\frac{2\sqrt2}{3}\,P_0^2\sqrt{\kappa\alpha}. \tag{10}$$

Equation (5) secures stationarity only. For the minimum, complete the square in (4):

$$\mathcal E=\frac12\int\left(\sqrt\kappa\,P'-\sqrt{2\Delta f}\right)^2dx+\int\sqrt{2\kappa\,\Delta f}\;P'\,dx. \tag{11}$$

The last term is $\int_{-P_0}^{P_0}\sqrt{2\kappa\Delta f}\,dP$. It depends on the end values alone: if a profile strays beyond $\pm P_0$ or turns back, the retraced parts cancel. By (6) it equals $\sigma$. The squared term cannot be negative, so $\mathcal E\ge\sigma$. Equality requires $P'=\sqrt{2\Delta f/\kappa}$ everywhere, which is (7), so (8) is the unique minimiser apart from the choice of $x_0$.

The cost of a wrong width follows from $P=P_0\tanh(x/w)$. With $\int\operatorname{sech}^4 s\,ds=4/3$, the gradient part is $2\kappa P_0^2/(3w)$ and the local part is $\beta P_0^4w/3=2\kappa P_0^2w/(3\xi^2)$. Their sum is

$$\mathcal E(w)=\frac{\sigma}{2}\left(\frac{\xi}{w}+\frac{w}{\xi}\right). \tag{12}$$

Other shapes also cost more. An error-function profile at its own best width lies 0.27 % above $\sigma$, and $s/\sqrt{1+s^2}$, with $s$ proportional to $x$, lies 2.0 % above. Because (8) makes the energy stationary, a small error in the profile changes the energy only in second order.

## Small disturbances of the wall

The second-order change of (4) is $\frac12\int\eta L\eta\,dx$ with $L=-\kappa\,d^2/dx^2-\alpha+3\beta P^2$. Set $s=(x-x_0)/\xi$ and use $\kappa/\xi^2=\alpha/2$:

$$L=\frac{\alpha}{2}\left[-\frac{d^2}{ds^2}+4-6\operatorname{sech}^2s\right]=\frac{\alpha}{2}A^\dagger A,\qquad A=\frac{d}{ds}+2\tanh s. \tag{13}$$

No eigenvalue is negative. The zero mode solves $A\eta=0$: it is $\operatorname{sech}^2s$, a shift of the wall. The remaining spectrum is that of the reversed product. With $B=d/ds+\tanh s$,

$$AA^\dagger=-\frac{d^2}{ds^2}+4-2\operatorname{sech}^2s=3+B^\dagger B,\qquad BB^\dagger=-\frac{d^2}{ds^2}+1. \tag{14}$$

$B^\dagger B$ has the zero mode $\operatorname{sech}s$ and otherwise the spectrum of $BB^\dagger$, which starts at 1. Hence $L$ has eigenvalues $0$ and $3\alpha/2$, and a continuum from $2\alpha$. Diagonalising the second variation of a discretised wall of finite length gave 0.000, 1.500 and 2.007 in units of $\alpha$; the last is the lowest continuum mode of that finite sample.

## Coefficients and a worked example

A field along $z$ adds $-PE$ to the energy density, so equilibrium reads $E=-\alpha P+\beta P^3$. At $P_0$ the slope is $dE/dP=-\alpha+3\alpha=2\alpha$. The susceptibility is therefore $1/(2\alpha)$. If all dielectric response is assigned to $P$, the permittivity is $\varepsilon=1+4\pi/(2\alpha)$, and

$$\alpha=\frac{2\pi}{\varepsilon-1},\qquad \beta=\frac{\alpha}{P_0^2}. \tag{15}$$

Lithium tantalate suits the model: it is uniaxial, its transition is continuous, and its domains are antiparallel. Rough values are $P_0=50\ \mu\mathrm{C/cm^2}$, or $1.499\times10^5\ \mathrm{statC/cm^2}$, and $\varepsilon=45$, taken equal in all directions. The gradient coefficient $\kappa=0.005\ \mathrm{nm^2}$ is a model choice. Then

$$\alpha=\frac{2\pi}{44}=0.143,\qquad \xi=\sqrt{\frac{2\times0.005}{0.1428}}\ \mathrm{nm}=0.265\ \mathrm{nm},$$

$$\sigma=\frac{4\,(5\times10^{-17})(1.499\times10^5)^2}{3\,(2.646\times10^{-8})}\ \frac{\mathrm{erg}}{\mathrm{cm^2}}=56.6\ \frac{\mathrm{mJ}}{\mathrm{m^2}}=0.353\ \frac{\mathrm{eV}}{\mathrm{nm^2}}.$$

The polarisation is 37 $\mu\mathrm{C/cm^2}$ at 0.25 nm from the centre and 48 $\mu\mathrm{C/cm^2}$ at 0.5 nm. As a test, the functional was rewritten with SI coefficients for the same inputs, discretised, and relaxed from uniform domains; its energy was also 56.6 mJ/m².

By (7) and (10), at fixed $P_0$ and $\varepsilon$, doubling $\kappa$ raises both $\sigma$ and $\xi$ by a factor $\sqrt2$. A small relative error of $\kappa$ thus gives half that relative error in each.

## When the wall is as thin as the lattice

The full width, 0.53 nm, is comparable with a lattice constant. Let the polarisation live on planes a distance $d$ apart, with gradient energy $\kappa(P_{i+1}-P_i)^2/(2d)$ per bond and local energy $d\,\Delta f(P_i)$ per plane. Expanding about the midpoint of a bond,

$$\left(\frac{P_{i+1}-P_i}{d}\right)^2=P'^2+\frac{d^2}{12}P'P'''+\dots$$

To this order sums may be replaced by integrals, since the end corrections vanish in the domains. The change of profile has no first-order effect on the energy, because (8) is stationary. Integrating by parts, and using $P''=-(2P_0/\xi^2)\operatorname{sech}^2s\,\tanh s$,

$$\delta\sigma=-\frac{\kappa d^2}{24}\int P''^2dx=-\frac{\kappa d^2}{24}\,\frac{4P_0^2}{\xi^3}\int_{-1}^{1}t^2(1-t^2)\,dt=-\frac{\kappa d^2}{24}\,\frac{16P_0^2}{15\,\xi^3},$$

$$\frac{\delta\sigma}{\sigma}=-\frac{d^2}{30\,\xi^2}. \tag{16}$$

This term does not depend on where the wall sits between the planes. The full discrete energy does. With $\kappa$, $P_0$ and $\varepsilon$ held fixed, relaxation gives:

| $d$ (nm) | centred on a plane (mJ/m²) | between planes (mJ/m²) |
|---|---|---|
| 0.26 | 55.3 | 53.6 |
| 0.52 | 62.0 | 38.0 |

The spacings are roughly half and all of the lattice constant perpendicular to the polar axis. In both cases the wall between planes is a minimum, while the wall on a plane has one unstable mode. The energy difference pins the wall: it is 3 % of the continuum $\sigma$ for the smaller spacing and 42 % for the larger.

The opposite limit, $d\gg\xi$, is a guide to the second row, where $d$ is about $2\xi$. An abrupt wall between planes has one bond with jump $2P_0$ and costs $2\kappa P_0^2/d$. A wall on a plane has two bonds with jump $P_0$ and one plane at the top of the barrier, costing

$$\frac{\kappa P_0^2}{d}+\frac{\alpha P_0^2}{4}\,d. \tag{17}$$

For $d=0.52$ nm these trial energies are 43 and 63 mJ/m². Relaxation lowers them to 38 and 62. In the trial states the unpolarised central plane adds 42 mJ/m², while splitting the jump over two bonds saves only 22 mJ/m²; the wall on a plane therefore costs more. At this spacing the continuum value is an estimate of scale.

## Other corrections at the example's values

**Sixth-order energy.** Replace the quartic term by $cP^6/6$, the tricritical limit, and write the quadratic term as $-aP^2/2$. A minimum at $P_0$ requires $c=a/P_0^4$, and the curvature there is $4a$. Keeping $P_0$ and $\varepsilon$ fixed sets $4a=2\alpha$. With $p=P/P_0$ the local excess becomes

$$\Delta f_6=\frac{\alpha P_0^2}{12}(1-p^2)^2(2+p^2), \tag{18}$$

which is (3) multiplied by $(2+p^2)/3$. The argument of (11) holds for any such double well, so

$$\frac{\sigma_6}{\sigma}=\frac32\int_0^1(1-p^2)\sqrt{\frac{2+p^2}{3}}\,dp=0.855. \tag{19}$$

The energy falls to 48.4 mJ/m². Energies with both terms, non-negative coefficients and the same $P_0$ and $\varepsilon$ are weighted means of (3) and (18), so their walls lie between 48.4 and 56.6 mJ/m².

**Strain.** Let (2) describe a stress-free crystal whose spontaneous in-plane strain is $e_0P^2/P_0^2$. Within the wall plane the material must keep the domain strain $e_0$. One effective modulus $M$ then gives the extra energy density $\frac12Me_0^2(1-P^2/P_0^2)^2$, of the same form as (3). At fixed $P_0$, $\sigma\propto\sqrt\beta$, so

$$\frac{\sigma_{\rm strain}}{\sigma}=\sqrt{1+\frac{Me_0^2/2}{\alpha P_0^2/4}}. \tag{20}$$

For the rough values $e_0=0.5$ % and $M=250$ GPa the ratio under the root is 0.039, and the energy rises by about 2 %.

**Heating.** In mean-field theory $\alpha\propto T_c-T$, with $\beta$ and $\kappa$ nearly constant. Equations (10) and (7) give $\sigma\propto(T_c-T)^{3/2}$ and $\xi\propto(T_c-T)^{-1/2}$. With a rough $T_c=880$ K, these laws would lower $\sigma$ by 25 % and widen the wall by 10 % between 300 and 400 K. The linear law for $\alpha$ is an expansion near $T_c$, however, so this far below it the percentages illustrate the law and are not predictions for lithium tantalate.

**Thermal ripples.** Let the wall be displaced to $x=u(y,z)$, and take $\kappa$ equal for all gradient directions. The added gradient energy is $\frac12(\nabla u)^2\int\kappa P'^2dx=\frac12\sigma(\nabla u)^2$ per area. A slope along $z$ also creates the sheet charge $-\int\partial_zP\,dx=2P_0\,\partial_zu$. A sheet charge $s_{\mathbf q}$ has the potential

$$\phi_{\mathbf q}=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{4\pi s_{\mathbf q}}{\varepsilon(k^2+q^2)}=\frac{2\pi s_{\mathbf q}}{\varepsilon q}.$$

Adding its energy $\frac12|s_{\mathbf q}|^2\,2\pi/(\varepsilon q)$ gives the stiffness of each mode,

$$K_{\mathbf q}=\sigma q^2+\frac{8\pi P_0^2}{\varepsilon}\frac{q_z^2}{q}. \tag{21}$$

Equipartition gives $\langle u^2\rangle=\int d^2q\,k_BT/(4\pi^2K_{\mathbf q})$. The angular integral follows from $\int_0^{2\pi}d\theta/(a+b\cos^2\theta)=2\pi/\sqrt{a(a+b)}$. With $q_0=8\pi P_0^2/(\varepsilon\sigma)$ and a cutoff $Q$,

$$\langle u^2\rangle=\frac{k_BT}{2\pi\sigma}\int_0^Q\frac{dq}{\sqrt{q(q+q_0)}}=\frac{k_BT}{\pi\sigma}\operatorname{arsinh}\sqrt{\frac{Q}{q_0}}, \tag{22}$$

by the substitution $q=q_0\sinh^2v$. Equation (21) treats the wall as a thin charged sheet with a rigid profile. This is justified for $q\ll1/\xi$ and only rough near $q=1/\xi$, where the cutoff is placed. With $Q=1/\xi=3.8\ \mathrm{nm^{-1}}$ and $q_0=22\ \mathrm{nm^{-1}}$, the rms displacement at 300 K is about 0.1 nm, over a third of $\xi$. This neglects lattice pinning, which is not small in the example. A sinusoidal pinning energy of height $\Delta\sigma$ would add $2\pi^2\Delta\sigma/d^2$ to $K_{\mathbf q}$; for the 0.26 nm row of the table this is $0.6\,\sigma/\xi^2$. Treated as a harmonic spring, it lowers the displacement to about 0.05 nm. The phase $2\pi u/d$ is then about 1.3 rad, too large for the quadratic expansion of the sinusoid. Thermal motion smears the pinning by the factor $\exp(-2\pi^2\langle u^2\rangle/d^2)$. Solved self-consistently, the added stiffness falls to about $0.2\,\sigma/\xi^2$ and the displacement is about 0.065 nm. With neither pinning nor the charge term the integral is $(k_BT/2\pi\sigma)\ln(QL/2\pi)$, which grows with the wall size $L$; for $L=1000$ nm the displacement would be 0.27 nm.

**Tilt.** A plane wall tilted by $\theta$ from the polar axis carries the charge $2P_0\sin\theta$ per area. For a small tilt without compensation by free charge, the field on each side is

$$E=\frac{2\pi(2P_0\sin\theta)}{\varepsilon}=\frac{4\pi P_0\sin\theta}{\varepsilon}. \tag{23}$$

For $\theta=1^\circ$ it is 0.22 MV/cm. Over 1 µm this amounts to 22 V, so even a small tilt matters unless free charge compensates it. At small tilt the field points almost along $x$, so the $\varepsilon$ in (23) is the permittivity across the polar axis. The energy (2) does not supply this response, and setting it equal to 45 here and in (21) is a separate assumption. The field scales inversely with it; a transverse value of 54 would give 0.18 MV/cm. Equation (23) assumes that the field changes $P$ only slightly; at large tilts it fails.

## Reading the result for a real crystal

For lithium tantalate, $P_0$, $\varepsilon$ and $T_c$ above are typical to the accuracy of rough values; $\kappa$ is not a measured input, so 56.6 mJ/m² is a result of the model and not a property established for the crystal. The assumption of a continuous medium is not met, because the wall is about as thin as the lattice. In the discrete model this moves the energy of the stable wall by about 5 % for planes 0.26 nm apart and by about a third for planes 0.52 nm apart. The form of the local energy matters too: the sixth-order term lowers the continuum value by up to 14 %. In poled crystals used for optical devices, a wall that departs from the polar axis also breaks neutrality; if no free charge compensates it, a plane wall with a small tilt has the field (23). The continuum formulas become reliable as $\xi$ grows well beyond the plane spacing. Heating towards $T_c$ has this effect within mean-field theory, which neglects the corrections due to fluctuations of the polarisation close to $T_c$.

## Computed results

```
domain polarisation P0 = 50.0 uC/cm^2 = 1.4990e+05 statC/cm^2
relative permittivity = 45.0; from field response 45.000
gradient coefficient kappa = 0.0050 nm^2
alpha = 0.1428 (dimensionless)
beta = 6.3554e-12 cm^3/erg
barrier alpha P0^2/4 = 8.021e+08 erg/cm^3
half-width xi = 0.2646 nm
full width 2 xi = 0.5293 nm
P at x = 0.10 nm: 18.04 uC/cm^2
P at x = 0.25 nm: 36.87 uC/cm^2
P at x = 0.50 nm: 47.77 uC/cm^2
P at x = 1.00 nm: 49.95 uC/cm^2
wall energy sigma = 56.60 erg/cm^2 (= mJ/m^2)
wall energy sigma = 0.3533 eV/nm^2
wall energy relaxed in SI units = 56.60 mJ/m^2
best energy of trial error function / sigma = 1.00271
best energy of trial s/sqrt(1+s^2) / sigma = 1.02026
test wall, lowest modes / alpha = -0.0000, 1.5000, 2.0067
plane spacing 0.26 nm: spacing/xi = 0.983
  energy, centre on plane = 55.252 mJ/m^2
  energy, centre between planes = 53.552 mJ/m^2
  pinning difference = 1.7004 mJ/m^2 = 3.004 % of sigma
  leading correction -d^2/(30 xi^2) = -3.22 %
plane spacing 0.52 nm: spacing/xi = 1.965
  energy, centre on plane = 62.002 mJ/m^2
  energy, centre between planes = 37.979 mJ/m^2
  pinning difference = 24.0236 mJ/m^2 = 42.441 % of sigma
  leading correction -d^2/(30 xi^2) = -12.87 %
tricritical limit: energy = 48.42 mJ/m^2, ratio 0.8554
strain inputs: strain 0.50 %, modulus 250 GPa
elastic density / barrier = 0.0390
energy with locked strain / sigma = 1.0193
heating 300 to 400 K, Curie point 880 K
  energy ratio = 0.7529, width ratio = 1.0992
ripple cutoff 1/xi = 3.779 1/nm, q0 = 22.17 1/nm
rms thermal displacement at 300 K = 0.0968 nm
same without bound charge, 1000 nm wall = 0.2730 nm
field of wall tilted by 1.0 degree = 0.2190 MV/cm
```
